\section*{Jahn-Teller energy of the positive and neutral silicon vacancy}

\section*{Question}

Removing one atom from silicon leaves four dangling hybrids $a,b,c,d$, one on each neighbour of the empty site. With the empty site as origin and the cube axes as $x,y,z$, the neighbours sit at
\begin{equation}
\begin{aligned}
\mathbf r_a&=h(1,1,1), & \mathbf r_b&=h(-1,-1,1),\\
\mathbf r_c&=h(-1,1,-1), & \mathbf r_d&=h(1,-1,-1),
\end{aligned}
\end{equation}
so that every pair is separated by $d_0=2\sqrt2\,h$. The hybrids are taken as orthonormal, with their common on-site energy as zero. Two hybrids are coupled by the matrix element $-t$, where
\begin{equation}
t=t_0-g\,s,\qquad t_0>0,\quad g>0,
\end{equation}
and $s$ is the change of their distance to first order in the displacements. Electrons do not repel each other. The doubly positive, positive and neutral vacancies $V^{2+},V^+,V^0$ hold two, three and four electrons in these hybrids.

The neighbours may move only in the pair of displacements of symmetry $e$,
\begin{equation}
\mathbf u_i=(\alpha x_i,\beta y_i,\gamma z_i),\qquad \alpha+\beta+\gamma=0 .
\end{equation}
Let $Q^2=\sum_i|\mathbf u_i|^2$. The energy of $V^{2+}$ rises by $\tfrac12KQ^2$; cubic symmetry allows no other quadratic form in an $e$ pair. The constant $K$ thus contains the response of the rest of the crystal and of the lowest filled level, and it is taken to be the same in all three charge states. Nuclei are classical unless stated otherwise. Atomic units are used in the algebra.

\begin{enumerate}
\item[(a)] Find the orbitals and their energies at $Q=0$ and for an arbitrary $e$ displacement.
\item[(b)] For $N$ electrons in the upper three orbitals, with occupations $n_x,n_y,n_z$, find the relaxed energy. Hence find the energy $E_{\rm JT}$ gained by $V^+$.
\item[(c)] Find the energy gained by $V^0$ in its ground state as a multiple of $E_{\rm JT}$, and prove that no other two-electron state does better. What does the spin triplet gain?
\item[(d)] Explain the multiple by following the forces and the energy along the displacement.
\item[(e)] Find the energy of the reaction $2V^+\to V^{2+}+V^0$, and the lowest energy at which the ground-state surface of $V^0$ connects two of its minima. Does the zero-point motion of the nuclei alter the answer to (c)?
\item[(f)] Evaluate the results for $d_0=3.84$ angstrom, $t_0=0.6$ eV, $g=0.8$ eV/angstrom and $K=4$ eV/angstrom$^2$. Judge the neglected effects and the relation to real silicon.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Orbitals and their energies}

Define the stretches $q_x=2h\alpha$, $q_y=2h\beta$, $q_z=2h\gamma$. Each of the four atoms has $x_i^2=y_i^2=z_i^2=h^2$, hence
\begin{equation}
Q^2=4h^2(\alpha^2+\beta^2+\gamma^2)=q_x^2+q_y^2+q_z^2,\qquad q_x+q_y+q_z=0 .
\end{equation}

The distance changes follow by projecting relative displacements on the pair directions. For the pair $ab$,
\begin{equation}
\mathbf r_a-\mathbf r_b=(2h,2h,0),\qquad \mathbf u_a-\mathbf u_b=(q_x,q_y,0),
\end{equation}
and the unit vector along the pair is $(1,1,0)/\sqrt2$. Therefore
\begin{equation}
s_{ab}=\frac{q_x+q_y}{\sqrt2}=-\frac{q_z}{\sqrt2}.
\end{equation}
For $cd$ the relative displacement is $(-q_x,q_y,0)$ and the direction is $(-1,1,0)/\sqrt2$, which gives the same value. The pairs $ac,bd$ are perpendicular to $y$, and $ad,bc$ are perpendicular to $x$. Permuting the axes gives
\begin{equation}
s_i=-\frac{q_i}{\sqrt2},\qquad t_i=t_0+\frac{g q_i}{\sqrt2},\qquad i=x,y,z,
\end{equation}
where $i$ is the axis perpendicular to the pair. Opposite edges of the tetrahedron remain equal.

This equality solves the electronic problem. Let $Z$ exchange $a\leftrightarrow b$ and $c\leftrightarrow d$; let $Y$ exchange $a\leftrightarrow c$ and $b\leftrightarrow d$; let $X$ exchange $a\leftrightarrow d$ and $b\leftrightarrow c$. The one-electron Hamiltonian is
\begin{equation}
H=-(t_xX+t_yY+t_zZ).
\end{equation}
The following orthonormal orbitals are eigenvectors of all three exchanges:
\begin{equation}
\begin{array}{lccc}
 & X & Y & Z\\
|a_1\rangle=(a+b+c+d)/2 & + & + & +\\
|x\rangle=(a-b-c+d)/2 & + & - & -\\
|y\rangle=(a-b+c-d)/2 & - & + & -\\
|z\rangle=(a+b-c-d)/2 & - & - & +
\end{array}
\end{equation}
They are therefore eigenvectors of $H$ for every $e$ displacement, and no mixing arises. Using $\sum_iq_i=0$,
\begin{align}
\varepsilon_{a_1}&=-(t_x+t_y+t_z)=-3t_0,\\
\varepsilon_z&=t_x+t_y-t_z
=t_0+\frac{g}{\sqrt2}(q_x+q_y-q_z)=t_0-\sqrt2\,g\,q_z .
\end{align}
The same step for the other axes gives
\begin{equation}
\varepsilon_i=t_0-\sqrt2\,g\,q_i,\qquad i=x,y,z. \label{levels}
\end{equation}
At $Q=0$ there is a single level $a_1$ at $-3t_0$ and a threefold level $t_2$ at $+t_0$. The $a_1$ pair exerts no linear force on an $e$ displacement. A stretch $q_z>0$ shortens $ab$ and $cd$. Orbital $z$ is bonding within these two pairs, so its energy falls.

\subsection*{(b) Relaxed energy for given occupations}

Keep the $a_1$ pair filled and measure the energy from the undistorted defect of the same charge. Equation (\ref{levels}) gives
\begin{equation}
\Delta E=\frac K2\sum_iq_i^2-\sqrt2\,g\sum_in_iq_i .
\end{equation}
Since $\sum_iq_i=0$, each $n_i$ may be replaced by $n_i-N/3$. This removes the part of the force that the $e$ displacements cannot follow. Completing the square gives
\begin{equation}
\Delta E=\frac K2\sum_i\left(q_i-q_i^0\right)^2-\frac{g^2}{K}\sum_i\left(n_i-\frac N3\right)^2,
\qquad
q_i^0=\frac{\sqrt2\,g}{K}\left(n_i-\frac N3\right).
\end{equation}
The $q_i^0$ add up to zero, so this point is allowed and is the minimum. Moreover,
\begin{equation}
\sum_i\left(n_i-\frac N3\right)^2
=\sum_in_i^2-\frac{2N}{3}N+3\,\frac{N^2}{9}
=\sum_in_i^2-\frac{N^2}{3},
\end{equation}
and the relaxed energy is
\begin{equation}
\Delta E_{\min}=-\frac{g^2}{K}\left(\sum_in_i^2-\frac{N^2}{3}\right). \label{general}
\end{equation}
For $V^+$ the occupations are $(0,0,1)$ or a permutation. The bracket is $1-1/3=2/3$, and
\begin{equation}
E_{\rm JT}=\frac{2g^2}{3K}.
\end{equation}
Equal occupations, $n_x=n_y=n_z$, would make the bracket vanish: the forces on the $e$ displacements then cancel.

\subsection*{(c) Two electrons}

Without repulsion the energy at a fixed displacement is the sum of orbital energies. Any state of two $t_2$ electrons, including superpositions of configurations, has mean occupations with $n_x+n_y+n_z=2$, so
\begin{equation}
\sum_in_i\varepsilon_i\ \ge\ 2\min_i\varepsilon_i .
\end{equation}
Two electrons of opposite spin in the lowest orbital reach this bound. Because the bound holds at every displacement, it also holds after minimization over displacements. The ground state is thus a singlet with occupations $(0,0,2)$ or a permutation, and equation (\ref{general}) gives
\begin{equation}
\Delta E_{\min}(0,0,2)=-\frac{g^2}{K}\left(4-\frac43\right)
=-\frac{8g^2}{3K}=-4E_{\rm JT}.
\end{equation}
This is the required factor of four.

The triplet must use two different orbitals. For $(1,1,0)$,
\begin{equation}
\Delta E_{\min}(1,1,0)=-\frac{g^2}{K}\left(2-\frac43\right)=-E_{\rm JT}.
\end{equation}
Here $q_z^0<0$: the crystal responds to the missing electron in $z$ by distorting in the opposite sense. The factor of four therefore belongs to double occupation of one orbital, and not to the number of electrons alone.

\subsection*{(d) Where the four comes from}

With $N=1$ or $2$ electrons in orbital $z$, the minimum lies on the tetragonal line
\begin{equation}
(q_x,q_y,q_z)=\frac{Q}{\sqrt6}(-1,-1,2).
\end{equation}
On it $q_z=\sqrt{2/3}\,Q$, and
\begin{equation}
\Delta E_N(Q)=\frac K2Q^2-NVQ,\qquad V=\sqrt2\,g\sqrt{\frac23}=\frac{2g}{\sqrt3}.
\end{equation}
Setting the derivative $KQ-NV$ to zero gives
\begin{equation}
Q_N=\frac{NV}{K},\qquad
\Delta E_N(Q_N)=\frac{N^2V^2}{2K}-\frac{N^2V^2}{K}=-\frac{N^2V^2}{2K}.
\end{equation}
For $N=1$ this is $-V^2/(2K)=-2g^2/(3K)=-E_{\rm JT}$, in agreement with (b). The second electron doubles the force, hence the displacement. The energy gain is half the product of force and displacement, so it grows fourfold.

The same result can be reached in two stages. Hold the neighbours at the one-electron minimum $Q_1=V/K$ and put a second electron into $z$:
\begin{equation}
\Delta E_2(Q_1)=\frac{V^2}{2K}-\frac{2V^2}{K}=-3E_{\rm JT}.
\end{equation}
The elastic price $E_{\rm JT}$ has been paid once, while each electron gains $2E_{\rm JT}$. The neighbours then move on to $2Q_1$ and release one further $E_{\rm JT}$.

\subsection*{(e) Charge transfer, reorientation and zero-point motion}

\paragraph{Reaction.} The total electronic energies, including the $a_1$ pair, are
\begin{equation}
\begin{aligned}
E(V^{2+})&=-6t_0,\\
E(V^+)&=-5t_0-E_{\rm JT},\\
E(V^0)&=-4t_0-4E_{\rm JT}.
\end{aligned}
\end{equation}
Therefore
\begin{equation}
U_{\rm eff}=E(V^{2+})+E(V^0)-2E(V^+)=-2E_{\rm JT}.
\end{equation}
The level energies cancel, as does the energy of an electron reservoir, since the number of electrons is conserved. In this model two positive vacancies lower their energy when one passes an electron to the other. The lattice provides an effective attraction.

\paragraph{Connection of minima.} In the minimum belonging to $z$, $q_z$ is the largest stretch. A path to another minimum must cross a place where two stretches are equal and largest. Take $q_x=q_z=p$ and $q_y=-2p$ with $p\ge0$. The lower surface there is
\begin{equation}
\Delta E=\frac K2(p^2+4p^2+p^2)-2\sqrt2\,g\,p=3Kp^2-2\sqrt2\,g\,p .
\end{equation}
Its minimum is at $p=\sqrt2\,g/(3K)$, with
\begin{equation}
\Delta E=\frac{2g^2}{3K}-\frac{4g^2}{3K}=-\frac{2g^2}{3K}=-E_{\rm JT}.
\end{equation}
The crossing lies $3E_{\rm JT}$ above the minima at $-4E_{\rm JT}$. This is an energy threshold and not yet a rate: the orbitals do not mix under $e$ displacements, so some coupling outside the model must transfer the electrons at the crossing.

\paragraph{Zero-point motion.} For the same reason, each occupation has its own pair of harmonic oscillators, shifted in position but with unchanged frequency $\omega=\sqrt{K/M}$, where $M$ is the mass of a neighbour. With $\hbar=1$ the lowest energy for $N$ electrons in one orbital is
\begin{equation}
E_N=Nt_0-6t_0-N^2E_{\rm JT}+2\cdot\frac{\omega}{2}.
\end{equation}
The zero-point term is common to all charge states. Relative to the unshifted oscillators, the gains remain in the ratio four to one.

\subsection*{(f) Numbers and limits of the model}

\paragraph{Main results.} The given values lead to
\begin{equation}
E_{\rm JT}=\frac{2(0.8)^2}{3(4)}\ \text{eV}=0.107\ \text{eV},\qquad
4E_{\rm JT}=0.427\ \text{eV}=0.0157\ \text{hartree}.
\end{equation}
The force per electron is $V=2(0.8)/\sqrt3=0.924$ eV/angstrom. The displacements are $Q_1=0.924/4=0.231$ angstrom and $Q_2=0.462$ angstrom. In $V^0$ each neighbour moves by $Q_2/2=0.231$ angstrom, because four atoms share $Q_2^2$ equally. Two pairs shorten by 0.267 angstrom, from 3.840 to 3.573 angstrom, and the other four lengthen by 0.133 angstrom to first order (0.153 angstrom if the distances are computed exactly). The electrons gain 0.853 eV and the lattice takes back 0.427 eV. The level shift $VQ_2=0.427$ eV is well below the $a_1$--$t_2$ splitting of 2.4 eV, so the $a_1$ pair stays lowest.

As a test, the three- and four-electron Hamiltonians on the four hybrids were diagonalized in full and minimized numerically over the $e$ displacements. The gains were 0.10667 and 0.42667 eV, and 0.10667 eV for the triplet, as derived. The numerical output lists these values and most of those below.

The reaction energy is $-0.213$ eV. The threshold between minima is 0.320 eV, about twelve times the thermal energy of 0.0259 eV at 300 K. The vibrational quantum, estimated with the silicon mass, is 0.024 eV, small beside $4E_{\rm JT}$.

\paragraph{Electron repulsion.} Let two electrons on the same hybrid repel with energy $U$. Each $t_2$ orbital has weight $1/4$ on every hybrid, so the pair in $z$ costs
\begin{equation}
U\sum_{i=1}^4\left(\frac14\right)^2=\frac U4
\end{equation}
to first order. In the undistorted defect the singlet $(x^2-y^2)/\sqrt2$, meaning a superposition of the two doubly occupied configurations, avoids this cost: its amplitude for both electrons on hybrid $i$ is proportional to $x_i^2-y_i^2=0$. To first order the gain is then $4E_{\rm JT}-U/4$, or 0.18 eV at $U=1$ eV. Full diagonalization, which lets the electrons adjust, gives the following gains, each relative to the undistorted ground state at the same $U$:
\begin{center}
\begin{tabular}{cccc}
$U$ (eV) & $V^+$ (eV) & $V^0$ (eV) & ratio\\
0 & 0.107 & 0.427 & 4.00\\
1 & 0.099 & 0.225 & 2.27\\
2 & 0.083 & 0.127 & 1.54
\end{tabular}
\end{center}
The table keeps $K$ at its value for $U=0$. Fixing it anew from the energy rise of $V^{2+}$ at each $U$ changes the gains by less than 0.001 eV. Of the omissions evaluated here, repulsion of this size changes the factor of four the most. The relaxed triplet still lies about 0.2 eV above the ground state at both nonzero values of $U$.

The reaction energy shrinks to $-0.05$ and $-0.02$ eV. A uniform repulsion $W$ between different hybrids contributes $W[n(n-1)/2-D]$ for $n$ electrons with $D$ doubly occupied hybrids. It replaces $U$ by $U-W$ and adds $W(1+6-2\cdot3)=W$ to the reaction energy. The sign of that energy therefore cannot be settled by this model.

\paragraph{Curved hopping.} Replace the linear law by $t=t_0e^{-s/\lambda}$ with the same slope, $\lambda=t_0/g=0.75$ angstrom, and use true distances. With $K$ and the tetragonal line held fixed, the gains become 0.121 and 0.563 eV, with ratio 4.6. The change is larger for $V^0$, which moves further into the curved region. These values keep the energy rise of $V^{2+}$ exactly quadratic. If the filled $a_1$ level also follows the curved law, with the lattice stiffness chosen so that the curvature of $V^{2+}$ at $Q=0$ is still $K$, the gains are 0.126 and 0.626 eV, with ratio 5.0. This correction acts against that of repulsion, but the two were not treated together.

\paragraph{Other displacements.} A trigonal displacement of symmetry $t_2$ also mixes the $a_1$ orbital with a $t_2$ orbital, which lowers the energy of the $a_1$ pair. If the lattice alone costs $\tfrac12KQ^2$ and this lowering is added, the gains are 0.125 eV in $V^+$ and 0.427 eV in $V^0$: more than for the $e$ displacement in $V^+$, and equal to it in $V^0$. If instead $\tfrac12KQ^2$ is the whole energy rise of $V^{2+}$, as it was defined for $e$, the lowering is already counted. The linear force alone would then give the same gains as for $e$, but the mixing pushes the occupied $t_2$ orbital up, so the trigonal gains are smaller in both charge states. Mixtures of $e$ and $t_2$ displacements must also be considered. In the first case, with the same $K$ for both, the best mixtures gain 0.134 eV in $V^+$ and 0.527 eV in $V^0$, so the $e$ minimum is not the lowest. In the second case the best mixtures only equal the $e$ gain. The restriction to $e$ is therefore an assumption about the lattice. For the numbers used here, a force constant 1.5 times larger for $t_2$ than for $e$ is enough to make the $e$ minimum the lowest in both cases. The symmetric breathing displacement was also frozen. It shifts all three $t_2$ levels together and splits none of them, but it does change the energies. With linear hopping and the same $K$, measured from the relaxed $V^{2+}$, it adds $N^2E_{\rm JT}/2$ to the gain of $N$ electrons. The factor of four survives, while the triplet gain rises to $3E_{\rm JT}$ and the reaction energy falls to $-3E_{\rm JT}$.

\paragraph{Real silicon.} The parameters are round values meant for the rough regime of the silicon vacancy, and not fitted to it. The tetragonal distortion of $V^+$ and the pairing of neighbours in $V^0$ are established features, and the real defect does have a negative effective repulsion between these charge states. The short distances in real $V^0$ are very roughly 3 angstrom according to density-functional calculations, against 3.57 angstrom here. This difference does not measure the pairing alone, because it also contains an inward movement of all four neighbours, which the model freezes. At such displacements linear hopping and a constant $K$ are poor approximations. For the example's own numbers, curved hopping raises the neutral gain by 32 per cent (47 per cent if the $a_1$ level also follows the curved law), while a repulsion of 1 eV lowers it by 47 per cent. The factor of four is a property of the linear model without repulsion and without $t_2$ displacements, and should not be used as a measured ratio for silicon.

\section*{Table of computed values}
\begin{verbatim}
lattice constant                     5.43 angstrom
undistorted pair distance            3.840 angstrom
hopping t0                           0.60 eV
hopping slope g                      0.80 eV/angstrom
force constant K                     4.00 eV/angstrom^2
a1 to t2 splitting                   2.40 eV
force V per t2 electron              0.9238 eV/angstrom
E_JT from formula                    0.10667 eV
gain, one t2 electron, diagonalized  0.10667 eV
gain, two t2 electrons, diagonalized 0.42667 eV
the same in atomic units             0.015680 hartree
ratio two to one                     4.00000
gain, triplet                        0.10667 eV
Q, one electron                      0.2309 angstrom
Q, two electrons                     0.4619 angstrom
displacement per atom, two electrons 0.2309 angstrom
short pair change, one electron      -0.1333 angstrom
short pair change, two electrons     -0.2667 angstrom
long pair change, two electrons      0.1333 angstrom
short pair distance, two electrons   3.573 angstrom
elastic cost, two electrons          0.42667 eV
electronic gain, two electrons       0.85333 eV
effective repulsion, no bare one     -0.21333 eV
barrier between neutral wells        0.32000 eV
thermal energy at 300 K              0.02585 eV
vibrational quantum                  0.02440 eV
zero-point energy of both e modes    0.02440 eV
ratio with quantum nuclei            4.00000
hybrid repulsion 1.0 eV: gain V+      0.0989 eV
  gain V0                            0.2247 eV
  ratio V0 to V+                     2.272
  Q of V0                            0.4070 angstrom
  relaxed triplet above ground state 0.1906 eV
  effective repulsion                -0.0533 eV
hybrid repulsion 2.0 eV: gain V+      0.0825 eV
  gain V0                            0.1273 eV
  ratio V0 to V+                     1.543
  Q of V0                            0.3072 angstrom
  relaxed triplet above ground state 0.2032 eV
  effective repulsion                -0.0162 eV
hopping decay length                 0.750 angstrom
curved hopping: gain, one electron   0.1214 eV
curved hopping: gain, two electrons  0.5628 eV
curved hopping: ratio                4.637
curved hopping: Q, two electrons     0.6106 angstrom
trigonal, same K: gain, one electron 0.1251 eV
trigonal, same K: gain, two          0.4267 eV
\end{verbatim}
